# Finding a Blech product from two edge drift speeds

## The problem

A bare aluminium strip, 50 µm long, lies on a conducting underlayer that does not itself electromigrate. Current enters the strip from the underlayer at one end and returns to it at the other. Electrons push aluminium atoms along the strip, so the upwind edge recedes while material piles up at the downwind end. The steady speed of the upwind edge is 2 nm/h at 1 MA/cm² and 5 nm/h at 2 MA/cm².

(a) Derive the steady edge speed as a function of current density, allowing for the stress that builds up in the strip. State when drift stops.

(b) Find the threshold current density and the critical product of current density and length, the Blech product.

(c) Take a temperature of 200 °C and the rough values \(\rho=5\) µΩ cm, \(Z^*=2\), \(\Omega=0.0166\) nm³ and \(B=50\) GPa, defined below. What diffusivity and yield stress do the readings imply, and how long must one wait for a steady speed?

(d) How many digits of the product are meaningful if each speed has an independent standard error of 0.1 nm/h? Do the two readings prove that a threshold exists?

## Hints

1. Tension lowers the chemical potential of an atom by \(\Omega\sigma\). Which way does a stress gradient push atoms if the downwind end is compressed?
2. In a steady state the atomic drift velocity is the same everywhere along the strip. What does this say about the stress profile?
3. The upwind edge is free. At the downwind end, compression can grow only until the film yields.
4. A straight line has two unknowns, and there are two readings. After finding its zero, ask how far the zero moves when one reading changes.

## Full solution

### (a) The drift law

Let \(x\) run in the direction of atom drift, from the upwind edge \(x=0\) to the downwind end \(x=L\). Tensile stress \(\sigma\) is positive. The current density \(j\) in the aluminium and the effective charge number \(Z^*\) are taken as magnitudes.

Two forces act on an atom. The electric field has magnitude \(\rho j\), where \(\rho\) is the resistivity, so the net force of the electron wind is \(Z^*e\rho j\) towards positive \(x\). The chemical potential is \(\mu=\mu_0-\Omega\sigma\), with \(\Omega\) the atomic volume, and its gradient gives the force

\[
-\frac{d\mu}{dx}=+\Omega\frac{d\sigma}{dx}.
\]

If the downwind end is compressed, \(\sigma\) falls with \(x\), and this force points upwind. It opposes the drift.

An atom with diffusivity \(D\) has mobility \(D/kT\), so the drift velocity is

\[
u=\frac{D}{kT}\left(Z^*e\rho j+\Omega\frac{\partial\sigma}{\partial x}\right). \tag{1}
\]

Here \(D\) is an effective value for the whole cross-section, including fast paths such as grain boundaries.

Next comes conservation of atoms. With \(1/\Omega\) atoms per unit volume, the flux is \(u/\Omega\). The fractional excess of atoms \(\theta\) at a point therefore obeys \(\partial\theta/\partial t=-\partial u/\partial x\). The film is confined by its substrate, so excess material produces compression, \(d\sigma=-B\,d\theta\), where \(B\) is an effective elastic modulus. Combining the two relations gives

\[
\frac{\partial\sigma}{\partial t}=B\frac{\partial u}{\partial x}. \tag{2}
\]

In a steady state the left side is zero, so \(u\) is uniform. If \(D\), \(T\) and \(\rho\) are uniform too, (1) shows that \(d\sigma/dx\) is constant: the stress profile is a straight line.

Its end values come from the boundaries. The upwind edge is free, so \(\sigma(0)=0\). Suppose that the downwind end has reached its yield limit, \(\sigma(L)=-\sigma_c\), and extrudes further material at that fixed stress. Then

\[
\frac{d\sigma}{dx}=\frac{-\sigma_c-0}{L}=-\frac{\sigma_c}{L}.
\]

Atoms leave the upwind edge at the rate \(u/\Omega\) per unit area, and each takes away a volume \(\Omega\). The edge therefore recedes at the speed \(v=u\), and (1) becomes

\[
v=\frac{D}{kT}\left(Z^*e\rho j-\frac{\Omega\sigma_c}{L}\right)=M\,(j-j_c), \tag{3}
\]

\[
M=\frac{DZ^*e\rho}{kT},\qquad j_cL=\frac{\Omega\sigma_c}{Z^*e\rho}. \tag{4}
\]

The second expression follows by setting the bracket in (3) to zero. Its right side contains no length: within this model the product \(j_cL\) belongs to the film and its temperature, while \(j_c\) depends on the strip. For a very long strip \(j_c\) tends to zero and \(v\) tends to \(Mj\), the speed without back stress.

If the downwind end does not yield, no material can leave there, and the steady drift velocity is zero. Equation (1) then gives \(d\sigma/dx=-Z^*e\rho j/\Omega\), and the end stress is

\[
\sigma(L)=-\frac{Z^*e\rho jL}{\Omega}.
\]

This state is possible as long as the compression does not exceed \(\sigma_c\), that is, for \(jL\le\Omega\sigma_c/(Z^*e\rho)\). This is the same product as in (4). So \(v=0\) for \(j\le j_c\), and (3) holds above.

### (b) The extrapolation

Call the readings \((j_1,v_1)\) and \((j_2,v_2)\). Subtracting \(v_1=M(j_1-j_c)\) from \(v_2=M(j_2-j_c)\) removes \(j_c\):

\[
M=\frac{v_2-v_1}{j_2-j_1}=\frac{5-2}{2-1}=3\ \text{nm/h per MA/cm}^2 .
\]

The first reading then gives

\[
j_c=j_1-\frac{v_1}{M}=j_1-\frac{v_1(j_2-j_1)}{v_2-v_1}=1-\frac{2}{3}=0.333\ \text{MA/cm}^2. \tag{5}
\]

With \(L=50\) µm \(=5.0\times10^{-3}\) cm,

\[
j_cL=(0.3333\times10^{6}\ \text{A/cm}^2)(5.0\times10^{-3}\ \text{cm})=1667\ \text{A/cm},
\]

or \(1.67\times10^5\) A/m. Rounded to three digits, the linear extrapolation gives 1670 A/cm. This is the arithmetic result for readings taken as exact; part (d) asks how much of it survives real ones.

To check that the steady law follows from the dynamics, (1) and (2) were solved numerically from a stress-free start, with the downwind end blocked until it yields. The inputs were the values in (c), with \(D\) and \(\sigma_c\) inferred from the readings. The late speeds came out as 2.0000 and 5.0000 nm/h. At 0.5 MA/cm² the speed was 0.5000 nm/h, as (3) requires, and at 0.25 MA/cm² the drift died out. This tests the step from (1) and (2) to (3). It cannot test whether a real strip obeys the model.

### (c) What the readings mean physically

In SI units, 3 nm/h is \(8.33\times10^{-13}\) m/s and 1 MA/cm² is \(10^{10}\) A/m², so \(M=8.33\times10^{-23}\) m³/(A s). At 473 K, \(kT=6.53\times10^{-21}\) J. The given values yield \(Z^*e\rho=1.60\times10^{-26}\) J m/A. From (4),

\[
D=\frac{MkT}{Z^*e\rho}
=\frac{(8.33\times10^{-23})(6.53\times10^{-21})}{1.60\times10^{-26}}
=3.4\times10^{-17}\ \text{m}^2/\text{s},
\]

which is \(3.4\times10^{-13}\) cm²/s. The yield stress is

\[
\sigma_c=\frac{Z^*e\rho\,(j_cL)}{\Omega}
=\frac{(1.60\times10^{-26})(1.667\times10^{5})}{1.66\times10^{-29}}
\approx1.6\times10^8\ \text{Pa},
\]

or about 160 MPa. The choice of \(Z^*\) matters: at fixed readings, doubling it halves \(D\) and doubles \(\sigma_c\). In the straight-line model the Blech product itself does not change, because it was found from the speeds, the current densities and the length alone.

For the waiting time, put (1) into (2). The wind term is uniform and drops out on differentiation:

\[
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{DB\Omega}{kT}. \tag{6}
\]

Stress spreads by diffusion, here with \(\kappa=4.3\times10^{-11}\) cm²/s. Once the downwind end has yielded, the stress is fixed at both ends, and the departure from the final straight line vanishes there. Its slowest component is \(\sin(\pi x/L)\), which decays as \(\exp(-\pi^2\kappa t/L^2)\). The time constant is

\[
\frac{L^2}{\pi^2\kappa}
=\frac{(5.0\times10^{-3})^2}{\pi^2(4.3\times10^{-11})}\ \text{s}
\approx16\ \text{h}.
\]

The wait is several times this value, plus the time needed to reach yield. From a stress-free start, yield takes about 14 h at 1 MA/cm² and 3.5 h at 2 MA/cm², and the speeds come within 1 % of their steady values after about 80 h and 60 h.

Reading too early has a definite effect. In a stress-free strip with uniform properties, \(u\) is uniform except at the blocked end. Stress starts there and must diffuse to the upwind edge before that edge can slow down. Until then \(v=Mj\), a line through the origin. The numerical solution gives 3.000 and 6.000 nm/h after 1 h, and these speeds extrapolate to a product of zero. Later speeds, both read at the same time, give:

- about 820 A/cm at 30 h
- about 1530 A/cm at 60 h
- about 1650 A/cm at 100 h
- 1667 A/cm, the steady value, at 300 h

For these parameters, a measurement after one day would thus miss much of the threshold. The times rest on the rough values of \(B\) and \(Z^*\) as well as on the readings, since (4) and (6) give \(\kappa=MB\Omega/(Z^*e\rho)\).

Waiting also shortens the strip. In the first 100 h the edge retreats by 0.23 µm at the lower current and 0.53 µm at the higher one. If the given speeds are assigned to the remaining lengths \(L_1\) and \(L_2\), the equations \(v_i=M(j_i-P/L_i)\) can be solved for \(M\) and the product \(P\). They give \(P=1666\) A/cm, so shortening is negligible here.

**Comparison with real strips.** The rough values describe a pure aluminium film at a typical test temperature. Blech products of the order of 1000 to a few thousand A/cm are usual for aluminium, and 160 MPa is a plausible magnitude for the strength of a thin film, though perhaps high for a bare one at 200 °C. The current densities are those of an accelerated test, above what is normally allowed in service. An assumption that a real strip breaks is equal temperature at both currents; the second variation estimates a lowering of the product by about 16 % for one layer stack, from heating across the oxide alone. Another is uniform diffusivity, since compression can lower \(D\). If \(D=D_0\exp(\Omega\sigma/kT)\), the steady form of (1) integrates to

\[
v=\frac{D_0}{L}\,a\,\frac{e^{-s}-e^{-a}}{1-e^{-a}},\qquad
a=\frac{Z^*e\rho jL}{kT},\quad s=\frac{\Omega\sigma_c}{kT}.
\]

With \(a=1.23\) and 2.45 at the two currents, the readings require \(s=0.46\), and the product becomes about 1890 A/cm, 13 % above the straight-line value. The size of this shift depends strongly on the rough \(Z^*\): it is about 3 % for \(Z^*=1\) and about 45 % for \(Z^*=4\). Thermal diffusion, initial thermal stress, a yield stress that depends on extrusion rate, and the change of resistivity with temperature are left out and not sized here.

### (d) Precision, and the evidence for a threshold

Differentiate (5), using the quotient rule for \(v_1\):

\[
\frac{\partial j_c}{\partial v_1}
=-(j_2-j_1)\frac{(v_2-v_1)+v_1}{(v_2-v_1)^2}
=-\frac{(j_2-j_1)v_2}{(v_2-v_1)^2}=-\frac59,
\]

\[
\frac{\partial j_c}{\partial v_2}
=\frac{(j_2-j_1)v_1}{(v_2-v_1)^2}=+\frac29,
\]

both in MA/cm² per nm/h. The lower reading has the greater influence. For small independent errors the contributions add in squares:

\[
\delta(j_cL)=L\,(0.1)\sqrt{\left(\tfrac59\right)^2+\left(\tfrac29\right)^2}
\approx L\,(0.060\ \text{MA/cm}^2)\approx300\ \text{A/cm}.
\]

Random sampling of the two readings with normally distributed errors gives 301 A/cm, against 299 A/cm from the formula. The result should be written as \(1700\pm300\) A/cm, an uncertainty of 18 % of the product from speeds known to 5 % and 2 %. The third digit in 1670 carries no information about the film.

If the speeds were known only to the nearest whole nm/h, the situation would be worse. By the signs of the derivatives, \(j_c\) is smallest for \(v_1=2.5\), \(v_2=4.5\) nm/h and largest for \(v_1=1.5\), \(v_2=5.5\) nm/h:

\[
j_c=1-\frac{2.5}{2.0}=-0.25,\qquad
j_c=1-\frac{1.5}{4.0}=0.625\ \text{MA/cm}^2 .
\]

The product could lie anywhere from −1250 to 3125 A/cm. A negative value is not a physical threshold; it means that such readings would not establish one.

Even exact readings do not prove the straight line, since many other laws with two free constants can also be made to pass through two points. For instance, \(v=v_1(j/j_1)^n\) passes through both if

\[
n=\frac{\ln(v_2/v_1)}{\ln(j_2/j_1)}=\frac{\ln2.5}{\ln2}=1.32,
\]

and it has no threshold at all. The linear form comes from the model in (a), not from the data.

A third reading at lower current can separate the two laws. Each halving of the current divides the power-law speed by 2.5. At 0.5 MA/cm² it predicts 0.80 nm/h, while the line predicts 0.50 nm/h. The gap is three times the error of one reading, but the line's prediction is itself uncertain. It equals \(1.5v_1-0.5v_2\), so the difference between the third reading and the line has the standard error

\[
0.1\sqrt{1+1.5^2+0.5^2}=0.19\ \text{nm/h}.
\]

A gap of 0.30 nm/h is only 1.6 times this, so a reading of 0.80 nm/h would not exclude the line. In the opposite case, a reading of 0.50 nm/h is compared with the power-law prediction \(v_1^2/v_2\). That difference has a standard error of 0.13 nm/h, and the gap is 2.3 times it, which is suggestive but not decisive. At 0.25 MA/cm² the choice is clearer: \(0.80/2.5=0.32\) nm/h against arrest. A reading of 0.32 nm/h is 3.2 times its own error away from zero. Nor can a shifted line easily explain it: continued below its zero, the line gives \(1.75v_1-0.75v_2=-0.25\) nm/h, and the gap of 0.57 nm/h is about 2.7 times the standard error \(0.1\sqrt{1+1.75^2+0.75^2}=0.215\) nm/h.

Such a reading needs patience. Below threshold the downwind end stays blocked, so the slowest departure from the final profile is \(\sin(\pi x/2L)\), with zero slope at \(x=L\). Replacing \(\pi/L\) by \(\pi/2L\) makes its decay time four times longer, about 65 h. One decay time is not enough: a strip that starts without stress still drifts at about 0.35 nm/h after 65 h, which could be mistaken for the power law. After 200 h its speed is about 0.04 nm/h, well below the reading error. The reading at 0.5 MA/cm² needs patience too. There the downwind end yields only after about 58 h, and at 60 h the speed is still 0.76 nm/h, close to the power law's 0.80 nm/h. By 100 h it has fallen to 0.53 nm/h.

## Variation 1: other strip lengths

**Question.** The same film, at the same temperature, is cut into strips of 25, 20 and 15 µm. Find the speeds of the 25 µm strip at both currents, and the fate of the other two at 1 MA/cm².

**Solution.** The product stays fixed, so halving the length doubles the threshold to 0.667 MA/cm². The slope \(M\) contains no length and remains 3 nm/h per MA/cm². Hence

\[
v=3(1-0.667)=1.0\ \text{nm/h},\qquad
v=3(2-0.667)=4.0\ \text{nm/h}.
\]

Extrapolating these speeds returns 1667 A/cm, whereas the threshold current density has changed. Comparing two lengths is therefore a useful experimental test of the model.

At a given current density, drift stops in strips shorter than \(L_c=(j_cL)/j\). At 1 MA/cm² this is

\[
L_c=\frac{1667\ \text{A/cm}}{10^6\ \text{A/cm}^2}
=1.67\times10^{-3}\ \text{cm}=16.7\ \text{µm}.
\]

The 15 µm strip comes to rest. The 20 µm strip has \(j_c=0.833\) MA/cm² and drifts at \(3(1-0.833)=0.5\) nm/h. The numerical solution of (1) and (2) gives the same outcomes for all three lengths.

As a design rule, keeping \(jL\) below the product stops steady drift under the stated conditions: a free upwind edge, an unchanged yield stress and the same film and temperature. With the uncertainty found in (d), a margin is needed. The rule does not carry over directly to a passivated line blocked at both ends, where tension at the upwind end can open a void at a different value of \(jL\).

## Variation 2: the current heats the strip

**Question.** The speeds were read at a fixed stage temperature of 200 °C, without correction for Joule heating. The aluminium is 0.3 µm thick, on 0.1 µm of tungsten (15 µΩ cm) and 0.3 µm of oxide (1.3 W/(m K)). The activation energy of \(D\) is 0.6 eV. All are rough values. How does the product change?

**Solution.** Take a film much wider than the oxide is thick, and suppose that the substrate surface stays at stage temperature. At 2 MA/cm² the aluminium carries 6000 A per metre of width and the tungsten beneath it, in the same field, 667 A/m. The field is \(\rho j=1000\) V/m, so the heat per area is \(6.67\times10^6\) W/m². Dividing by the oxide conductance per area, \(1.3/(0.3\times10^{-6})=4.33\times10^6\) W/(m² K), gives a rise of 1.5 K far from the edges.

Beyond the strip, the tungsten carries the whole current. Its sheet resistance is 1.5 Ω, so it produces \((6667)^2(1.5)=6.67\times10^7\) W/m² and warms by 15.4 K. Some of this heat enters the strip.

Let \(G\) be thermal conductivity times thickness, summed over the metal layers, and \(g\) the oxide conductance per area. A temperature disturbance along the metal decays over \(\sqrt{G/g}\), so the heat flow at the edge is \(\sqrt{Gg}\) times the temperature difference on each side. Equating the two flows gives

\[
\Delta T_{\text{edge}}
=\frac{\sqrt{G_s}\,(1.54)+\sqrt{G_b}\,(15.4)}{\sqrt{G_s}+\sqrt{G_b}}\ \text{K},
\]

with \(s\) for the strip and \(b\) for the bare tungsten. If thermal conductivity is inversely proportional to resistivity (the Wiedemann–Franz law), then \(G_s/G_b=10\) and the edge rise is 4.9 K. A numerical heat balance gives 4.86 K, against 4.87 K from the formula. The mean rise along the strip is 2.10 K at 2 MA/cm² and 0.52 K at 1 MA/cm², a ratio of four because heating goes as \(j^2\).

To see which average controls the speed, multiply (1) by \(kT/D\) and integrate along the strip with uniform \(v\):

\[
v\int_0^L\frac{kT}{D}\,dx=Z^*e\rho jL-\Omega\sigma_c .
\]

The right side does not contain \(D\). The speed therefore scales with the harmonic mean of \(D/T\), which rises by factors of 1.015 and 1.062 at the two currents. Dividing the readings by these factors refers both to the stage temperature:

\[
v_1=\frac{2}{1.0153}=1.970,\qquad
v_2=\frac{5}{1.0621}=4.708\ \text{nm/h},
\]

\[
j_c=1-\frac{1.970}{4.708-1.970}=0.280\ \text{MA/cm}^2,
\qquad j_cL\approx1400\ \text{A/cm}.
\]

The uncorrected product was too high, because heating raised the second speed more than the first and steepened the line. A temperature difference of less than 2 K lowers the inferred product by about 16 %, close to the effect of an error of 0.1 nm/h in the lower reading.

This figure covers heating across the oxide alone. A real substrate warms as well. On thick silicon (about 80 W/(m K) at 200 °C), bare tungsten 10 µm wide and 50 µm long on each side of the strip would warm the surface under the strip by roughly 4 K on average at 2 MA/cm². That is more than the 2.1 K found above. Added to the rise across the oxide, it would bring the corrected product down to roughly 800 A/cm, about half the uncorrected value. Longer or wider tungsten leads warm the substrate more, about 9 K for leads 500 µm long, so on a real chip this term can dominate and depends on the layout. Matching the mean strip temperature at the two currents, for example by using the strip's resistance as a thermometer, removes most of this error. The numerical output below lists the values used for the oxide heating.

## Computed values

```
Given length: 50 um
Given current densities: 1, 2 MA/cm2
Given edge speeds: 2, 5 nm/h
Slope M: 3.000 nm/h per MA/cm2
Threshold jc: 0.3333 MA/cm2
Blech product: 1666.7 A/cm
Blech product: 1.6667e+05 A/m
Critical length at 1 MA/cm2: 16.67 um
Critical length at 2 MA/cm2: 8.33 um
Rough temperature: 473.15 K
Rough Al resistivity: 5.0 uOhm cm
Rough effective charge magnitude: 2.0 (no unit)
Atomic volume: 0.01661 nm3
Rough elastic modulus: 50 GPa
Implied diffusivity D: 3.398e-13 cm2/s
Implied yield stress: 160.8 MPa
Stress diffusivity: 4.319e-11 cm2/s
Settling time L^2/(pi^2 kappa): 16.3 h
Simulated steady speeds at 1, 2 MA/cm2: 2.0000, 5.0000 nm/h
Simulated speed at 0.5 MA/cm2: 0.5000 nm/h
Simulated speed at 0.25 MA/cm2: 0.0000 nm/h
25 um strip, speeds at 1, 2 MA/cm2: 1.0000, 4.0000 nm/h
25 um strip, threshold: 0.6667 MA/cm2
25 um strip, product: 1666.7 A/cm
15 um strip at 1 MA/cm2, speed: 0.0000 nm/h
20 um strip at 1 MA/cm2, speed: 0.5000 nm/h
Speeds after 1 h at 1, 2 MA/cm2: 3.000, 6.000 nm/h
Product from speeds read at 1 h: 0 A/cm
Product from speeds read at 10 h: 6 A/cm
Product from speeds read at 30 h: 817 A/cm
Product from speeds read at 60 h: 1528 A/cm
Product from speeds read at 100 h: 1654 A/cm
Product from speeds read at 300 h: 1667 A/cm
Assumed standard reading error: 0.1 nm/h
Error of product, formula: 299 A/cm
Error of product, sampled: 301 A/cm
Product range for speeds rounded to 1 nm/h: -1250 to 3125 A/cm
Power-law exponent without threshold: 1.322 (no unit)
Power-law speed at 0.5 MA/cm2: 0.800 nm/h
Edge retreat in 100 h at 1, 2 MA/cm2: 0.231, 0.528 um
Product allowing for shortening: 1666 A/cm
Rough Al, W, oxide thicknesses: 0.3, 0.1, 0.3 um
Rough W resistivity: 15 uOhm cm
Rough oxide conductivity: 1.3 W/(m K)
Rough activation energy: 0.6 eV
Mean strip heating at 1, 2 MA/cm2: 0.52, 2.10 K
Edge heating at 2 MA/cm2, solved and formula: 4.86, 4.87 K
Bare underlayer heating at 2 MA/cm2: 15.4 K
Speed factors from heating at 1, 2 MA/cm2: 1.0153, 1.0621 (no unit)
Product after heating correction: 1402 A/cm
```
